# Constraint bias of three trial states for a four-site Hubbard ring: verification in Python

```python
"""Constraint bias of constrained path Monte Carlo (CPMC), 4-site Hubbard ring.

Result under test: sampling Slater determinants phi with <T|phi> > 0 gives a
mixed energy E_CP whose bias is E_CP - E_mix, where E_mix belongs to the exact
unconstrained projection with the same trial state T and time step dt.
At half filling with particle-hole matched T the bias vanishes.
Symbols: t = 1 hopping (energy unit), U repulsion, dt imaginary time step,
gamma field strength with cosh(gamma) = exp(dt*U/2), x = +-1 auxiliary fields,
eta floor of the guide function <T|phi> + eta*norm(phi) used for sampling.
A determinant of one spin is stored by its minors, i.e. its amplitudes in the
occupation basis of that spin; a walker is a product of an up and a down part.
"""
from itertools import combinations, product
import numpy as np
from scipy.linalg import expm

L = 4
K1 = np.zeros((L, L))
for site in range(L):
    K1[site, (site + 1) % L] = K1[(site + 1) % L, site] = -1.0
FIELDS = np.array(list(product([-1, 1], repeat=L)))
ETA = 0.05
rng = np.random.default_rng(20240)


def spin_space(n):
    """Occupation numbers and kinetic matrix for n fermions of one spin."""
    configs = list(combinations(range(L), n))
    index = {c: a for a, c in enumerate(configs)}
    occ = np.array([[float(i in c) for i in range(L)] for c in configs])
    kin = np.zeros((len(configs), len(configs)))
    for c in configs:
        for j in c:
            for i in range(L):
                if i not in c and K1[i, j] != 0:
                    new = tuple(sorted([s for s in c if s != j] + [i]))
                    between = sum(min(i, j) < s < max(i, j) for s in c)
                    kin[index[new], index[c]] += K1[i, j] * (-1) ** between
    return occ, kin


def minors(orbitals):
    n = orbitals.shape[1]
    return np.array([np.linalg.det(orbitals[list(c)])
                     for c in combinations(range(L), n)])


def many_body(state):
    return np.kron(minors(state[0]), minors(state[1]))


class Cluster:
    def __init__(self, nup, ndn, U):
        self.nup, self.ndn, self.U = nup, ndn, U
        self.occ_u, self.kin_u = spin_space(nup)
        self.occ_d, self.kin_d = spin_space(ndn)
        self.double = (self.occ_u @ self.occ_d.T).ravel()
        self.H = (np.kron(self.kin_u, np.eye(len(self.kin_d)))
                  + np.kron(np.eye(len(self.kin_u)), self.kin_d)
                  + np.diag(U * self.double))
        self.levels, self.states = np.linalg.eigh(self.H)
        self.E0 = self.levels[0]

    def energy(self, trial):
        v = many_body(trial)
        return v @ self.H @ v / (v @ v)

    def ground_weight(self, trial):
        v = many_body(trial)
        ground = self.states[:, self.levels < self.E0 + 1e-8]
        return np.sum((ground.T @ v) ** 2) / (v @ v)

    def transfer(self, dt):
        half = np.kron(expm(-dt / 2 * self.kin_u), expm(-dt / 2 * self.kin_d))
        return half @ np.diag(np.exp(-dt * self.U * self.double)) @ half

    def mixed_reference(self, trial, dt, steps=None):
        """Unconstrained mixed energy after many (None: infinitely many) steps."""
        v = many_body(trial)
        lam, vec = np.linalg.eigh(self.transfer(dt))
        ratio = lam / lam[-1]
        power = (ratio > 1 - 1e-10).astype(float) if steps is None \
            else ratio ** steps
        phi = vec @ (power * (vec.T @ v))
        return v @ self.H @ phi / (v @ phi)


class Walkers:
    """Projected state as sum of coef*|phi>, each phi of unit absolute sum."""
    def __init__(self, cluster, trial, dt, number, start=None, eta=ETA):
        c = cluster
        self.number, self.eta = number, eta
        self.Tu, self.Td = minors(trial[0]), minors(trial[1])
        start = trial if start is None else start
        u, d = minors(start[0]), minors(start[1])
        assert (u @ self.Tu) * (d @ self.Td) > 0
        self.up = np.tile(u / np.abs(u).sum(), (number, 1))
        self.dn = np.tile(d / np.abs(d).sum(), (number, 1))
        self.coef = np.ones(number)
        self.rows = np.arange(number)
        self.bu, self.bd = expm(-dt / 2 * c.kin_u), expm(-dt / 2 * c.kin_d)
        gamma = np.arccosh(np.exp(dt * c.U / 2))
        self.Du = np.exp(gamma * c.occ_u @ FIELDS.T)
        self.Dd = np.exp(-gamma * c.occ_d @ FIELDS.T)
        self.DuT, self.DdT = self.Du.T.copy(), self.Dd.T.copy()
        self.const = np.exp(-dt * c.U * (c.nup + c.ndn) / 2) / len(FIELDS)
        self.left_u = (self.bu @ self.Tu)[:, None] * self.Du
        self.left_d = (self.bd @ self.Td)[:, None] * self.Dd
        self.floor_u = eta * self.Du
        self.HT = (c.H @ np.kron(self.Tu, self.Td)).reshape(len(u), len(d))

    def step(self, want_loss=False):
        up, dn = self.up @ self.bu, self.dn @ self.bd
        overlap = (up @ self.left_u) * (dn @ self.left_d)
        guide = overlap
        if self.eta > 0:
            guide = overlap + (np.abs(up) @ self.floor_u) * (np.abs(dn) @ self.Dd)
        guide = guide * (overlap > 0)
        loss = 0.0
        if want_loss:
            kept = self.coef @ np.maximum(overlap, 0).sum(axis=1)
            loss = self.coef @ np.maximum(-overlap, 0).sum(axis=1) / kept
        cum = np.cumsum(guide, axis=1)
        total = cum[:, -1]
        target = rng.random(self.number) * total
        pick = np.minimum((cum <= target[:, None]).sum(axis=1), len(FIELDS) - 1)
        chosen = guide[self.rows, pick]
        inverse_prob = np.divide(total, chosen, out=np.zeros(self.number),
                                 where=chosen > 0)
        up = (up * self.DuT[pick]) @ self.bu
        dn = (dn * self.DdT[pick]) @ self.bd
        size_u, size_d = np.abs(up).sum(axis=1), np.abs(dn).sum(axis=1)
        self.up, self.dn = up / size_u[:, None], dn / size_d[:, None]
        self.coef = self.coef * self.const * inverse_prob * size_u * size_d
        return loss

    def overlaps(self):
        return np.maximum((self.up @ self.Tu) * (self.dn @ self.Td), 0.0)

    def hamiltonian_overlaps(self):
        return ((self.up @ self.HT) * self.dn).sum(axis=1)

    def resample(self):
        guide = self.overlaps() + self.eta
        cum = np.cumsum(self.coef * guide)
        comb = (self.rows + rng.random()) / self.number * cum[-1]
        keep = np.minimum(np.searchsorted(cum, comb), self.number - 1)
        self.up, self.dn = self.up[keep], self.dn[keep]
        self.coef = 1.0 / np.maximum(guide[keep], 1e-300)


def cpmc(cluster, trial, dt, tau_eq, tau_run, number=1600, eta=ETA):
    """Constrained energy, its blocked standard error, lost weight per time."""
    pop = Walkers(cluster, trial, dt, number, eta=eta)
    n_eq, n_run = round(tau_eq / dt), round(tau_run / dt)
    sums, losses = [], []
    for n in range(n_eq + n_run):
        measure = n >= n_eq and n % 5 == 4
        loss = pop.step(measure)
        if measure:
            overlap = pop.overlaps()
            scale = pop.coef @ (overlap + eta)
            sums.append((pop.coef @ pop.hamiltonian_overlaps() / scale,
                         pop.coef @ overlap / scale))
            losses.append(loss)
        if n % 10 == 9:
            pop.resample()
    sums = np.array(sums)
    blocks = np.array([b[:, 0].sum() / b[:, 1].sum()
                       for b in np.array_split(sums, 10)])
    error = blocks.std(ddof=1) / np.sqrt(len(blocks))
    return sums[:, 0].sum() / sums[:, 1].sum(), error, np.mean(losses) / dt


def uhf(nup, ndn, U):
    """Lowest UHF state from alternating minimization over random starts."""
    best = None
    for _ in range(12):
        dens_d = rng.random(L)
        dens_d *= ndn / dens_d.sum()
        for _ in range(1000):
            up = np.linalg.eigh(K1 + U * np.diag(dens_d))[1][:, :nup]
            dens_u = (up ** 2).sum(axis=1)
            dn = np.linalg.eigh(K1 + U * np.diag(dens_u))[1][:, :ndn]
            new = (dn ** 2).sum(axis=1)
            change = np.abs(new - dens_d).max()
            dens_d = new
            if change < 1e-12:
                break
        e = np.trace(up.T @ K1 @ up) + np.trace(dn.T @ K1 @ dn) \
            + U * dens_u @ dens_d
        if change < 1e-9 and (best is None or e < best[0] - 1e-10):
            best = (e, up, dn)
    assert best is not None
    return best[1], best[2]


def enumerate_paths(trial, start, U, dt, slices, constrained):
    """Sum over every field path with orbital matrices and Green functions."""
    half = expm(-dt / 2 * K1)
    gamma = np.arccosh(np.exp(dt * U / 2))
    up, dn = start[0][None], start[1][None]
    for _ in range(slices):
        grow = np.exp(gamma * FIELDS)[None, :, :, None]
        up = half @ ((half @ up)[:, None] * grow).reshape(-1, L, up.shape[2])
        dn = half @ ((half @ dn)[:, None] / grow).reshape(-1, L, dn.shape[2])
        overlap = np.linalg.det(trial[0].T @ up) * np.linalg.det(trial[1].T @ dn)
        if constrained:
            keep = overlap > 0
            up, dn, overlap = up[keep], dn[keep], overlap[keep]
    gu = up @ np.linalg.inv(trial[0].T @ up) @ trial[0].T
    gd = dn @ np.linalg.inv(trial[1].T @ dn) @ trial[1].T
    local = np.einsum('ij,pji->p', K1, gu + gd) \
        + U * np.einsum('pii,pii->p', gu, gd)
    return overlap @ local / overlap.sum(), len(overlap)


def fock_ground_energy(nup, ndn, U):
    """Ground energy from Jordan-Wigner matrices in the full Fock space."""
    lower, z = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    ops = []
    for m in range(2 * L):
        a = np.eye(1)
        for q in range(2 * L):
            a = np.kron(a, z if q < m else lower if q == m else np.eye(2))
        ops.append(a)
    num = [a.T @ a for a in ops]
    H = sum(U * num[i] @ num[i + L] for i in range(L))
    for i in range(L):
        for j in range(L):
            if K1[i, j] != 0:
                H = H + K1[i, j] * (ops[i].T @ ops[j] + ops[i + L].T @ ops[j + L])
    n_u, n_d = np.diag(sum(num[:L])), np.diag(sum(num[L:]))
    pick = np.where((np.abs(n_u - nup) < .1) & (np.abs(n_d - ndn) < .1))[0]
    return np.linalg.eigvalsh(H[np.ix_(pick, pick)])[0]


k_zero = np.ones(L) / 2
k_pi = np.array([1., -1., 1., -1.]) / 2
site_orb = np.array([1., 0., -1., 0.]) / np.sqrt(2)
sine_orb = np.array([0., 1., 0., -1.]) / np.sqrt(2)
bond_orb = np.array([1., 1., -1., -1.]) / 2
down_free = k_zero[:, None]
free_site = (np.column_stack([k_zero, site_orb]), down_free)
free_bond = (np.column_stack([k_zero, bond_orb]), down_free)
clusters = {U: Cluster(2, 1, U) for U in (4.0, 8.0)}

# Exact energies and minors against independent constructions
for U, c in clusters.items():
    assert abs(c.E0 - fock_ground_energy(2, 1, U)) < 1e-10
random_orb = rng.normal(size=(L, 2))
assert np.allclose(minors(expm(-0.3 * K1) @ random_orb),
                   expm(-0.3 * clusters[4.0].kin_u) @ minors(random_orb))

# Auxiliary-field average against the exponential of the interaction
c8 = clusters[8.0]
probe = Walkers(c8, free_site, 0.05, 1)
average = probe.const * np.einsum('ax,bx->ab', probe.Du, probe.Dd).ravel()
assert np.allclose(average, np.exp(-0.05 * 8.0 * c8.double), atol=1e-12)

# Splitting error of the projected energy falls as dt squared
c4 = clusters[4.0]
split = [-np.log(np.linalg.eigvalsh(c4.transfer(h))[-1]) / h - c4.E0
         for h in (0.05, 0.025)]
assert 3.7 < split[0] / split[1] < 4.3
print("4-site ring, 2 up + 1 down, t = 1; energies in t, times in 1/t")
print(f"splitting error U=4: dt=0.05 {split[0]:.6f}, dt=0.025 {split[1]:.6f} t")

# Enumeration of all paths from a determinant close to the node
theta = 1.4
near = (np.column_stack([k_zero, np.cos(theta) * site_orb
                         + np.sin(theta) * k_pi]), down_free)
e_all, n_all = enumerate_paths(free_site, near, 8.0, 0.05, 3, False)
e_con, n_con = enumerate_paths(free_site, near, 8.0, 0.05, 3, True)
bra = many_body(free_site)
ket = np.linalg.matrix_power(c8.transfer(0.05), 3) @ many_body(near)
assert abs(e_all - bra @ c8.H @ ket / (bra @ ket)) < 1e-8
assert n_con < n_all and abs(e_con - e_all) > 1e-3
print(f"3-slice enumeration U=8: {n_all} paths, {n_con} survive")
print(f"  energy all {e_all:.5f}, constrained {e_con:.5f} t")
for eta in (0.0, ETA):
    short = Walkers(c8, free_site, 0.05, 100000, near, eta)
    for _ in range(3):
        short.step()
    h_ov, ov = short.hamiltonian_overlaps(), short.overlaps()
    norm = short.coef @ ov
    e_mc = short.coef @ h_ov / norm
    err_mc = np.sqrt(np.sum((short.coef * (h_ov - e_mc * ov)) ** 2)) / norm
    assert abs(e_mc - e_con) < 5 * err_mc
    print(f"  sampled, floor eta={eta}: {e_mc:.5f} +- {err_mc:.5f} t")

# Half filling: matched trial states lose no path and show no bias
half_filled = Cluster(2, 2, 4.0)
matched = {"free": (np.column_stack([k_zero, site_orb]),
                    np.column_stack([k_zero, sine_orb])),
           "UHF": uhf(2, 2, 4.0)}
print(f"control 2 up + 2 down, U=4, dt=0.05: E0 = {half_filled.E0:.5f} t")

# Local energy of particle-hole matched walkers approaching the node
bra = many_body(matched["free"])
local = []
for u in (0.1, 0.01):
    v = np.sqrt(1 - u * u)
    ket = many_body((np.column_stack([k_zero, u * site_orb + v * k_pi]),
                     np.column_stack([u * k_zero - v * site_orb, sine_orb])))
    assert abs(bra @ ket - u * u) < 1e-12
    local.append(bra @ half_filled.H @ ket / (bra @ ket))
    print(f"  up overlap {u}: local energy {local[-1]:.2f} t")
assert 90 < local[1] / local[0] < 110

for name, trial in matched.items():
    e, err, loss = cpmc(half_filled, trial, 0.05, 20, 50)
    ref = half_filled.mixed_reference(trial, 0.05)
    print(f"  {name}: E_CP {e:.5f} +- {err:.5f}, E_mix {ref:.5f} t")
    assert loss < 1e-10
    assert abs(e - ref) < 5 * err
e, err, _ = cpmc(half_filled, matched["free"], 0.05, 20, 50, eta=0.0)
print(f"  free, no floor: {e:.5f} t, nominal error {err:.5f} t")

# Three electrons: constraint bias of each trial state
for U, c in clusters.items():
    mean_field = uhf(2, 1, U)
    e_uhf = c.energy(mean_field)
    for _ in range(200):
        varied = tuple(np.linalg.qr(o + 0.05 * rng.normal(size=o.shape))[0]
                       for o in mean_field)
        assert c.energy(varied) > e_uhf - 1e-9
    assert abs(c.energy(free_site) - (-4 + U / 2)) < 1e-10
    assert abs(c.energy(free_bond) - (-4 + U / 2)) < 1e-10
    assert c.E0 < e_uhf < c.energy(free_site)
    degeneracy = int(np.sum(c.levels < c.E0 + 1e-8))
    print(f"U = {U:.0f} t: E0 = {c.E0:.5f} t, degeneracy {degeneracy}, "
          f"gap {c.levels[degeneracy] - c.E0:.4f} t")
    for label, orb in zip(("up", "down"), mean_field):
        print(f"  UHF density {label}:",
              " ".join(f"{n:.4f}" for n in (orb ** 2).sum(axis=1)))
    trials = {"free-site": free_site, "free-bond": free_bond, "UHF": mean_field}
    for name, trial in trials.items():
        weight = c.ground_weight(trial)
        assert weight > 0.01
        print(f" {name}: E_T {c.energy(trial):.5f} t, ground weight {weight:.4f}")
        for dt in ((0.05,) if U == 4.0 else (0.05, 0.1)):
            e, err, loss = cpmc(c, trial, dt, 20, 80)
            ref = c.mixed_reference(trial, dt)
            rest = c.mixed_reference(trial, dt, round(20 / dt)) - ref
            bias = e - ref
            print(f"  dt={dt}: E_CP {e:.5f} +- {err:.5f}, E_mix {ref:.5f} t")
            print(f"   bias {bias:+.5f} t = {100 * bias / abs(c.E0):+.3f} "
                  f"+- {100 * err / abs(c.E0):.3f} % of |E0|")
            print(f"   lost weight {loss:.5f} per 1/t, start-up rest {rest:.1e} t")
            assert abs(bias) < c.energy(trial) - c.E0

print("checks complete")
```

It prints:

```
4-site ring, 2 up + 1 down, t = 1; energies in t, times in 1/t
splitting error U=4: dt=0.05 -0.003071, dt=0.025 -0.000769 t
3-slice enumeration U=8: 4096 paths, 2294 survive
  energy all -1.56463, constrained -2.12493 t
  sampled, floor eta=0.0: -2.12427 +- 0.00264 t
  sampled, floor eta=0.05: -2.12439 +- 0.00231 t
control 2 up + 2 down, U=4, dt=0.05: E0 = -2.10275 t
  up overlap 0.1: local energy -100.00 t
  up overlap 0.01: local energy -10000.00 t
  free: E_CP -2.10058 +- 0.00352, E_mix -2.09773 t
  UHF: E_CP -2.10164 +- 0.00448, E_mix -2.10143 t
  free, no floor: -1.99328 t, nominal error 0.00429 t
U = 4 t: E0 = -2.75216 t, degeneracy 2, gap 0.7522 t
  UHF density up: 0.3922 0.7714 0.0649 0.7714
  UHF density down: 0.0950 0.1019 0.7012 0.1019
 free-site: E_T -2.00000 t, ground weight 0.8681
  dt=0.05: E_CP -2.75658 +- 0.00077, E_mix -2.74881 t
   bias -0.00776 t = -0.282 +- 0.028 % of |E0|
   lost weight 0.01082 per 1/t, start-up rest 0.0e+00 t
 free-bond: E_T -2.00000 t, ground weight 0.8681
  dt=0.05: E_CP -2.75729 +- 0.00067, E_mix -2.74881 t
   bias -0.00847 t = -0.308 +- 0.024 % of |E0|
   lost weight 0.01718 per 1/t, start-up rest 8.9e-16 t
 UHF: E_T -2.33889 t, ground weight 0.7575
  dt=0.05: E_CP -2.75617 +- 0.00177, E_mix -2.75063 t
   bias -0.00554 t = -0.201 +- 0.064 % of |E0|
   lost weight 0.00924 per 1/t, start-up rest 3.2e-08 t
U = 8 t: E0 = -2.32456 t, degeneracy 2, gap 0.3246 t
  UHF density up: 0.4844 0.7514 0.0127 0.7514
  UHF density down: 0.0066 0.0281 0.9371 0.0281
 free-site: E_T -0.00000 t, ground weight 0.7308
  dt=0.05: E_CP -2.31679 +- 0.00094, E_mix -2.30583 t
   bias -0.01096 t = -0.472 +- 0.040 % of |E0|
   lost weight 0.02288 per 1/t, start-up rest 0.0e+00 t
  dt=0.1: E_CP -2.26898 +- 0.00101, E_mix -2.25113 t
   bias -0.01785 t = -0.768 +- 0.043 % of |E0|
   lost weight 0.04581 per 1/t, start-up rest 0.0e+00 t
 free-bond: E_T 0.00000 t, ground weight 0.7308
  dt=0.05: E_CP -2.31157 +- 0.00141, E_mix -2.30583 t
   bias -0.00574 t = -0.247 +- 0.061 % of |E0|
   lost weight 0.02594 per 1/t, start-up rest 0.0e+00 t
  dt=0.1: E_CP -2.26089 +- 0.00166, E_mix -2.25113 t
   bias -0.00976 t = -0.420 +- 0.072 % of |E0|
   lost weight 0.04264 per 1/t, start-up rest -4.4e-16 t
 UHF: E_T -1.86700 t, ground weight 0.5122
  dt=0.05: E_CP -2.33461 +- 0.00399, E_mix -2.32231 t
   bias -0.01230 t = -0.529 +- 0.172 % of |E0|
   lost weight 0.01321 per 1/t, start-up rest 2.0e-04 t
  dt=0.1: E_CP -2.34039 +- 0.00341, E_mix -2.31568 t
   bias -0.02471 t = -1.063 +- 0.147 % of |E0|
   lost weight 0.02374 per 1/t, start-up rest 1.2e-04 t
checks complete
```
